\section*{Dilution of a drifting copper ion cloud by its own charge}

\section*{The problem}

A dielectric film lies between two plane electrodes and contains a cloud of mobile positive ions, each of charge $q$. The ion density is $n(\mathbf r,t)$, the electric field is $\mathbf E(\mathbf r,t)$, and a voltage is applied to the electrodes. We want to know how the density changes as seen by someone who travels with an ion.

The model has these assumptions.
\begin{itemize}
\item The permittivity $\epsilon$ is uniform, and the mobility $\mu$ is a constant scalar. An ion moves with velocity $\mathbf v=\mu\mathbf E$.
\item There is no diffusion, no trapping and no generation of ions, and the mobile ions are the sole space charge in the film.
\item The electrodes absorb the ions that reach them and inject none.
\item The field is the mean field of the smoothed density $n$, and it follows the charge without delay.
\end{itemize}

In planar geometry the anode is at $x=0$ and the cathode at $x=d$. The field $E$ is positive when it points towards the cathode, and the voltage is $V=\int_0^d E\,dx$.

\section*{(a) The rate of change along an ion path}

\textit{Find the equation that governs the density at the position of a moving ion.}

\subsection*{Solution}

Ions are conserved, and their flux is $n\mathbf v=\mu n\mathbf E$. At a fixed point, therefore,
\begin{equation}
\frac{\partial n}{\partial t}=-\nabla\cdot(\mu n\mathbf E)
=-\mu\mathbf E\cdot\nabla n-\mu n\,\nabla\cdot\mathbf E .
\end{equation}
The second form uses the product rule and the constancy of $\mu$. An observer who moves with an ion sees the density change for two reasons: the density at each point varies in time, and the observer changes place. The total rate is
\begin{equation}
\frac{Dn}{Dt}=\frac{\partial n}{\partial t}+\mathbf v\cdot\nabla n
=\frac{\partial n}{\partial t}+\mu\mathbf E\cdot\nabla n .
\end{equation}
When the first equation is inserted, the two gradient terms cancel:
\begin{equation}
\frac{Dn}{Dt}=-\mu n\,\nabla\cdot\mathbf E .
\end{equation}
Gauss's law with uniform permittivity reads $\nabla\cdot\mathbf E=qn/\epsilon$, so
\begin{equation}
\frac{Dn}{Dt}=-\frac{\mu q}{\epsilon}\,n^2 .
\label{eq:rate}
\end{equation}
The sign is negative because the field of a positive cloud diverges. In planar geometry, for example, an ion slightly ahead feels a larger forward field than one slightly behind, and the two move apart. One factor $n$ is the density being diluted, and the other is the charge that causes the dilution.

\section*{(b) The density as a function of time}

\textit{Solve the equation for an ion that starts where the density is $n_0>0$. Discuss short and long times, and a cloud that is uniform at the start.}

\subsection*{Solution}

The reciprocal density obeys a simpler equation:
\begin{equation}
\frac{D}{Dt}\frac1n=-\frac1{n^2}\frac{Dn}{Dt}=\frac{\mu q}{\epsilon}.
\end{equation}
The right side is constant. Integration from $0$ to $t$ gives
\begin{equation}
\frac1{n(t)}=\frac1{n_0}+\frac{\mu q t}{\epsilon}.
\end{equation}
Multiplying by $n_0$ and inverting, we obtain
\begin{equation}
n(t)=\frac{n_0}{1+t/\tau},\qquad \tau=\frac{\epsilon}{\mu q n_0}.
\label{eq:law}
\end{equation}
The time $\tau$ is the dielectric relaxation time of the initial cloud, $\epsilon$ divided by its conductivity $\mu q n_0$. The decay is not exponential, because the conductivity falls together with the density.

For $t\ll\tau$ the density is $n\simeq n_0(1-t/\tau)$. For $t\gg\tau$ it approaches $\epsilon/(\mu q t)$, which no longer contains $n_0$. Since $1/n_0$ is positive, this expression is also an upper bound at every $t>0$.

The derivation used the starting density on one path and nothing about its neighbours. Equation (\ref{eq:law}) therefore holds for a non-uniform cloud too, with $n_0$ the local starting value. If the cloud is uniform at the start, all paths carry the same $n(t)$. Every ion present at a later time came from the initial cloud, because none are injected, so the occupied region stays uniform. The law does not apply to places that the cloud has left, where the density is zero, and it ends for an ion when that ion reaches an electrode.

\section*{(c) What the voltage does}

\textit{Decide whether the applied voltage enters $n(t)$. Then find the width and the position of a uniform planar cloud that touches neither electrode.}

\subsection*{Solution}

Split the field into $\mathbf E=\mathbf E_V+\mathbf E_s$. The part $\mathbf E_V$ is the field that the electrodes would produce at the given voltage in an empty film. The part $\mathbf E_s$ is the field of the ions with the electrodes short-circuited, and it includes the charge that the ions induce on the electrodes. The empty film holds no charge, so $\nabla\cdot\mathbf E_V=0$. The rate of dilution contains the field through its divergence alone, and the voltage drops out of it. This remains true if the voltage varies in time. The voltage decides where an ion is at time $t$ and whether it is still in the film, but not the density around it.

Now let the planar cloud have initial width $L_0$. Its edges $x_1<x_2$ move with the local ion velocity. Gauss's law gives the difference of the fields at the edges,
\begin{equation}
S=E(x_2)-E(x_1)=\frac q\epsilon\int_{x_1}^{x_2}n\,dx=\frac{q n_0L_0}{\epsilon}.
\end{equation}
It is constant, since the number of ions per unit area between the edges is conserved. The width $L=x_2-x_1$ therefore grows at the constant rate
\begin{equation}
\frac{dL}{dt}=\mu S=\frac{\mu q n_0}{\epsilon}L_0=\frac{L_0}{\tau},
\qquad L=L_0\left(1+\frac t\tau\right).
\end{equation}
The product $nL$ keeps its value $n_0L_0$, as it must.

For the position, call the field between the anode and the cloud $E_0$. The field rises linearly by $S$ across the cloud and equals $E_0+S$ beyond it. With the centre at $x_c=(x_1+x_2)/2$, the voltage is
\begin{align}
V&=E_0d+\tfrac12SL+S(d-x_2)\nonumber\\
&=E_0d+S(d-x_c),
\end{align}
because $x_2-L/2=x_c$. Hence $E_0=V/d-S(1-x_c/d)$. The centre moves with the mean of the two edge velocities, $\mu(E_0+S/2)$:
\begin{equation}
\frac{dx_c}{dt}=\mu\left[\frac Vd+S\left(\frac{x_c}{d}-\frac12\right)\right]
=\frac{\mu S}{d}(x_c-x_*),\qquad x_*=\frac d2-\frac VS .
\end{equation}
For constant $V$ the distance from $x_*$ grows exponentially:
\begin{equation}
x_c(t)=x_*+\bigl[x_c(0)-x_*\bigr]e^{\mu St/d}.
\label{eq:centre}
\end{equation}
At $V=0$ the fixed point $x_*$ is the middle of the film, and a cloud off the middle is drawn to the nearer electrode by the charge it induces there. The formula holds until an edge reaches an electrode.

\section*{(d) Copper ions in a low-$k$ film}

\textit{Take singly charged copper ions in a film with relative permittivity $2.7$ and thickness $100$~nm, at $448$~K. The mobility is $10^{-14}$~cm$^2$/Vs. At the start the ions fill the layer from $10$ to $50$~nm with density $2\times10^{17}$~cm$^{-3}$. Find the state after $400$~s at $0$, $5$ and $12$~V.}

\subsection*{Solution}

The permittivity is $\epsilon=2.7\times8.854\times10^{-14}=2.39\times10^{-13}$~F/cm, so
\begin{equation}
\tau=\frac{2.39\times10^{-13}}{10^{-14}\times1.602\times10^{-19}\times2\times10^{17}}\ \text{s}=746\ \text{s}.
\end{equation}
After $400$~s the dilution factor is $1+400/746=1.536$, and the density is $2\times10^{17}/1.536=1.30\times10^{17}$~cm$^{-3}$ at each voltage. The long-time expression $\epsilon/(\mu qt)$ gives $3.73\times10^{17}$~cm$^{-3}$, a bound that is still far from being reached.

The field step across the cloud is
\begin{equation}
S=\frac{1.602\times10^{-19}\times2\times10^{17}\times4\times10^{-6}}{2.39\times10^{-13}}\ \frac{\text{V}}{\text{cm}}=0.536\ \text{MV/cm}.
\end{equation}
This is as large as the mean applied field at $5$~V, $0.5$~MV/cm, so the ions reshape the field strongly.

At $5$~V the fixed point is $x_*=50-5/0.0536=-43.3$~nm, where $S$ has been written as $0.0536$~V/nm. The exponent in (\ref{eq:centre}) is $\mu St/d=0.214$, and the centre moves from $30$~nm to $-43.3+73.3\,e^{0.214}=47.5$~nm. The width grows to $40\times1.536=61.4$~nm. The cloud then extends from about $17$ to $78$~nm and has touched neither electrode.

At the other two voltages some ions are lost. The results below come from a finite-volume solution of ion conservation and Gauss's law with cells of $0.25$~nm. The voltage is imposed at each time step, and diffusion is absent. The second column gives the final position of the ion that started at $30$~nm, and the third the density there.

\begin{center}
\begin{tabular}{ccccc}
$V$ & position & density & ions left & peak field\\
(V) & (nm) & ($10^{17}$ cm$^{-3}$) & (\%) & (MV/cm)\\
\hline
0 & 25.2 & 1.30 & 91.0 & 0.39\\
5 & 47.5 & 1.30 & 100.0 & 0.75\\
12 & 78.7 & 1.30 & 84.6 & 1.58
\end{tabular}
\end{center}

The position changes by more than $50$~nm between the first and last rows, while the density is the same. At $0$~V the rear of the cloud has run back into the anode; at $12$~V the front has entered the cathode. Neither loss alters the density on the surviving paths.

A film filled from wall to wall shows the other way in which the density can fall. At $V=0$ symmetry makes the field vanish in the middle, so $E=(qn/\epsilon)(x-d/2)$. It points outwards at both electrodes, ions leave on both sides, and no empty region forms. The number of ions is then proportional to $n$. With the same $n_0$, a fraction $1/1.536=65\,\%$ remains after $400$~s. The free cloud dilutes by spreading at fixed number, and the filled film by losing ions at fixed width; $n(t)$ is common to both.

\section*{(e) Three dimensions and separate ions}

\textit{Does the law survive if an external field deforms the cloud, and if the charge sits on separate ions?}

\subsection*{Solution}

Parts (a) and (b) did not assume planar geometry. A small volume $\Omega$ carried along with the ions changes at the rate
\begin{equation}
\frac1\Omega\frac{d\Omega}{dt}=\nabla\cdot\mathbf v=\frac{\mu qn}{\epsilon}=\frac{1}{\tau+t},
\qquad \Omega=\Omega_0\left(1+\frac t\tau\right).
\end{equation}
The integration uses (\ref{eq:law}), which gives $\mu qn/\epsilon=1/[\tau(1+t/\tau)]$. A source-free external field may flatten or stretch the volume, but it does not alter the size that the volume has at a given time. After one $\tau$ the volume has doubled.

Separate ions were treated by integrating the drift of $600$ point charges that repel one another in pairs, starting from an evenly filled ball in an unbounded dielectric. The volume was measured by the square root of the determinant of the covariance matrix of the positions, which is proportional to the volume of a uniform ellipsoid. After one $\tau$ it had grown by a factor $1.98$. The run was repeated with an added drift velocity $(0.3/\tau)(x,y,-2z)$, whose divergence is $(0.3+0.3-0.6)/\tau=0$. The factor was again $1.98$, although the root-mean-square height along $z$ now shrank to $0.74$ of its initial value instead of growing to $1.26$. The shortfall of $1\,\%$ from $2$ is an effect of the finite number of ions: in runs without the added drift, started from balls filled in the same even way, it shrinks from $3.6\,\%$ with $75$ ions to $0.7\,\%$ with $900$.

Granularity matters for the reading of part (d). The mean spacing $n_0^{-1/3}$ is $17$~nm, not small beside a $40$~nm layer, so $n$ there must be understood as an average over an area of the film much wider than this spacing. Near an electrode a separate ion is also pulled by its own image charge, which the mean field leaves out. An estimate without screening by the other ions lowers the density by about $4\,\%$ on the path that ends $10$~nm from the anode at $0$~V, and by at most about $0.5\,\%$ on the paths from $30$~nm. The fraction of ions left is more sensitive: the same estimate lowers it from $91$ to about $86\,\%$ at $0$~V and from $85$ to about $82\,\%$ at $12$~V.

\section*{(f) Effects outside the model}

\textit{Find how fixed charge, field-assisted hopping and diffusion change the law, and size each for the example.}

\subsection*{Solution}

\textit{Fixed charge.} Let the film also hold immobile charges $q$ with uniform density $N$. Gauss's law becomes $\nabla\cdot\mathbf E=q(n+N)/\epsilon$. With $k=\mu q/\epsilon$ and $u=1/n$,
\begin{equation}
\frac{Dn}{Dt}=-kn(n+N)\quad\Rightarrow\quad\frac{Du}{Dt}=k(1+Nu).
\end{equation}
The quantity $1+Nu$ grows as $e^{kNt}$. Solving for $n=1/u$ gives
\begin{equation}
n(t)=\frac{N}{(1+N/n_0)\,e^{kNt}-1}.
\end{equation}
As $N\to0$ the denominator tends to $N(1/n_0+kt)$, and (\ref{eq:law}) returns. For $N=0.1\,n_0$ the exponent is $kNt=0.1\,t/\tau=0.0536$, and the density after $400$~s lies $4.3\,\%$ below the law. A negative background with $-n_0<N<0$ slows the dilution, and for $N=-n_0$ the rate is zero: a neutral cloud does not repel itself.

\textit{Field-assisted hopping.} For ions that hop over barriers a distance $a$ apart, we take the velocity to be
\begin{equation}
v=\mu E\,\frac{\sinh y}{y}=\frac{2kT\mu}{qa}\sinh y,\qquad y=\frac{qaE}{2kT},
\end{equation}
where $kT$ is the thermal energy. Its slope is $dv/dE=\mu\cosh y$. In planar geometry
\begin{equation}
\frac{Dn}{Dt}=-n\frac{dv}{dE}\frac{\partial E}{\partial x}=-\frac{\mu q}{\epsilon}\,n^2\cosh y .
\end{equation}
The rate now depends on the field itself, and the voltage enters. With $a=0.5$~nm, a rough value, the finite-volume solution gives a time average of $\cosh y$ on the path from $30$~nm of $1.04$ at $5$~V and $1.34$ at $12$~V. At $12$~V the dilution factor becomes $1+0.536\times1.34=1.72$ instead of $1.54$, and the density falls $10.5\,\%$ below the law. At $5$~V the difference is $1.4\,\%$.

\textit{Diffusion.} The Einstein relation gives $D=\mu kT/q=10^{-14}\times0.0386=3.9\times10^{-16}$~cm$^2$/s and adds $D\nabla^2n$ to the rate (\ref{eq:rate}). This term vanishes where the density is uniform, so diffusion works inwards from the edges. Its length in $400$~s is $\sqrt{2Dt}=5.6$~nm. In the finite-volume solution at $5$~V with diffusion included, paths that follow the drift velocity $\mu E$ alone and start $5$ and $10$~nm from the rear edge end with densities $10.8\,\%$ and $1.0\,\%$ below the law. On the path that starts at the centre, $20$~nm from the edge, any difference is hidden by the numerical error of about $0.01\,\%$. The middle of the cloud follows the law, while such drift paths that start within about $10$~nm of an edge depart from it by about $1\,\%$ or more. A single diffusing ion wanders about these paths. The edge figures belong to the mean-field model with ideal diffusion. Two ions one ion-sphere radius apart, $(3/4\pi n_0)^{1/3}=10.6$~nm, have a Coulomb energy of about $1.3\,kT$, so correlations between real ions, which the model leaves out, may change these figures; the size of that change was not determined.

\section*{(g) The example beside real films}

\textit{How far do these numbers carry over to copper in a real low-$k$ dielectric?}

\subsection*{Solution}

The parameters are rough values meant for an organosilicate film under bias-temperature stress; the mobility is the least certain and can differ by orders of magnitude between films. Since $\tau\propto1/\mu$, it carries the same uncertainty. The peak field of $1.58$~MV/cm stays below a breakdown field of roughly $5$~MV/cm. Field-assisted hopping breaks the assumption of constant mobility. In the model of (f) it lowers the density at $12$~V by about $10\,\%$ for the hopping distance chosen, $0.5$~nm, and by about $20\,\%$ for $0.7$~nm. Real films may also trap ions, and bare copper at the anode can supply new ones. The fixed charge in (f) sizes one consequence of trapping, its space charge, but not the loss of mobile ions; continued supply was not sized. Temperature has a much larger effect on the time scale. If the mobility is thermally activated with roughly $0.9$~eV and everything else is held fixed, cooling from $448$ to $378$~K lengthens $\tau$ by a factor of about $75$, from $746$~s to about $16$~hours; a prefactor $1/T$ in the mobility would reduce the factor to about $63$. Self-repulsion that reshapes the cloud within minutes under stress would then take many hours at the lower temperature.

All numerical values are calculated from the stated model.
